\section*{Elastic repulsion between parallel surface steps modelled as force dipoles}

\section{Result and model}

Two straight, parallel steps a distance $d$ apart on an elastic solid, each acting on it as an in-plane force dipole $p$, have the interaction energy per unit length of step
\begin{equation}
W(d)=\frac{A\,p^2}{d^2},\qquad A=\frac{2(1-\nu^2)}{\pi E}.
\label{eq:result}
\end{equation}
Here $E$ is Young's modulus and $\nu$ is Poisson's ratio. The energy is positive and falls with distance, so the steps repel.

The solid fills $z<0$ and is homogeneous, isotropic and linearly elastic. The steps run along $y$ and are infinitely long, so nothing depends on $y$ and the displacement $u_y$ vanishes (plane strain). A step at $x_0$ is a pair of line forces along $x$: $+F$ at $x_0+a/2$ and $-F$ at $x_0-a/2$. $F$ is a force per length, so $p=Fa$ is a force. For $p>0$ the pair pushes outward. The law holds for $a\ll d$ and for forces that do not change as the steps approach. This is a leading-order assumption: the forces come from the bonding at the step, and their change with the small strain made by a neighbour is dropped. The energy of each step alone is not part of $W$.

\section{Energy at fixed forces}

Let $f(x)$ be the force per area along $x$ on the surface and $u(x)$ the surface displacement along $x$. The energy to be compared between configurations is the stored elastic energy $U$ plus the potential energy of the fixed forces:
\begin{equation}
\Pi=U-\int f u\,dx .
\end{equation}
To find $U$, raise the load slowly as $sf$ with $s$ from 0 to 1. The displacement is then $su$, and the work done is $\int_0^1 s\,ds\int fu\,dx=\tfrac12\int fu\,dx$. This work is stored, so
\begin{equation}
U=\tfrac12\int fu\,dx,\qquad \Pi=-\tfrac12\int fu\,dx .
\end{equation}
For two steps, $f=f_1+f_2$ and $u=u_1+u_2$. The terms containing both steps are
\begin{equation}
W=-\tfrac12\int(f_1u_2+f_2u_1)\,dx=-\int f_2u_1\,dx .
\label{eq:W}
\end{equation}
The two terms are equal because the response derived below is even in the wave number: a force at $x'$ displaces the point $x$ as much as the same force at $x$ displaces $x'$.

The stored interaction energy is $+\int f_2u_1\,dx=-W$, and the potential of the forces contributes $+2W$. When the steps approach, the stored energy therefore falls, but the potential of the forces rises by twice as much. The sign of the step interaction is that of the sum.

\section{Response of the surface}

\subsection{Equations for plane strain}

From $\varepsilon_{yy}=0$, Hooke's law gives $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$. Inserting this in the other components yields
\begin{align}
\varepsilon_{xx}&=\frac{1+\nu}{E}\big[(1-\nu)\sigma_{xx}-\nu\sigma_{zz}\big],
\label{eq:hooke}\\
\varepsilon_{zz}&=\frac{1+\nu}{E}\big[(1-\nu)\sigma_{zz}-\nu\sigma_{xx}\big],\qquad
\varepsilon_{xz}=\frac{1+\nu}{E}\sigma_{xz}.
\end{align}
Write the stresses through one function $\phi(x,z)$:
\begin{equation}
\sigma_{xx}=\partial_z^2\phi,\quad \sigma_{zz}=\partial_x^2\phi,\quad \sigma_{xz}=-\partial_x\partial_z\phi .
\end{equation}
The equilibrium conditions $\partial_x\sigma_{xx}+\partial_z\sigma_{xz}=0$ and $\partial_x\sigma_{xz}+\partial_z\sigma_{zz}=0$ then hold identically. The strains must also derive from a displacement, which requires $\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}=2\partial_x\partial_z\varepsilon_{xz}$. In terms of $\phi$ this reads
\begin{equation}
(1-\nu)(\partial_z^4+\partial_x^4)\phi-2\nu\,\partial_x^2\partial_z^2\phi=-2\,\partial_x^2\partial_z^2\phi ,
\end{equation}
or, after division by $1-\nu$, $(\partial_x^2+\partial_z^2)^2\phi=0$.

For $\phi=g(z)e^{ikx}$ this is $(d^2/dz^2-k^2)^2g=0$. The solutions that vanish deep in the solid are
\begin{equation}
g(z)=(C+Bz)e^{|k|z}.
\end{equation}

\subsection{In-plane load}

Apply the traction $q\,e^{ikx}$ along $x$ and no normal traction. The outward normal is $+z$, so at $z=0$ we need $\sigma_{xz}=q\,e^{ikx}$ and $\sigma_{zz}=0$. The second condition, $-k^2C=0$, gives $C=0$. The first gives $-ikB=q$, hence $B=iq/k$. The amplitude of $\sigma_{xx}$ at the surface is
\begin{equation}
g''(0)=2|k|B=\frac{2i|k|q}{k}.
\end{equation}
With $\sigma_{zz}=0$, Eq.~\eqref{eq:hooke} becomes $ik\,u_x=(1-\nu^2)\sigma_{xx}/E$, so
\begin{equation}
u_x(k)=\frac{2(1-\nu^2)}{E|k|}\,q=\frac{\pi A}{|k|}\,q .
\label{eq:resp}
\end{equation}
A numerical solution of the full three-dimensional elastic equations, keeping the decaying solutions, agrees with this to one part in $10^6$ for $\nu=0.07$, $0.25$ and $0.4$ and $k=\pm1$, $3$ and $-0.4$ in arbitrary units.

\section{Displacement made by one step}

Put the first step at $x=0$. Its load and Fourier transform are
\begin{align}
f_1(x)&=F\big[\delta(x-\tfrac a2)-\delta(x+\tfrac a2)\big],\\
f_1(k)&=\int f_1e^{-ikx}dx=F\big(e^{-ika/2}-e^{ika/2}\big).
\end{align}
Multiply by the response \eqref{eq:resp} and transform back. The parts odd in $k$ cancel:
\begin{align}
u_1(x)&=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{\pi A}{|k|}f_1(k)e^{ikx}\nonumber\\
&=AF\int_0^\infty\frac{dk}{k}\big[\cos k(x-\tfrac a2)-\cos k(x+\tfrac a2)\big].
\end{align}
The bracket vanishes at $k=0$ because the net force is zero, so the integral converges there. To evaluate it, define for $\alpha,\beta>0$
\begin{equation}
I=\int_0^\infty\frac{dk}{k}\,e^{-sk}(\cos\alpha k-\cos\beta k),
\end{equation}
with a small $s>0$. Then $\partial I/\partial\alpha=-\int_0^\infty e^{-sk}\sin\alpha k\,dk=-\alpha/(\alpha^2+s^2)$. Since $I=0$ at $\alpha=\beta$, integration gives $I=\tfrac12\ln[(\beta^2+s^2)/(\alpha^2+s^2)]$, which tends to $\ln(\beta/\alpha)$ as $s\to0$. Therefore
\begin{equation}
u_1(x)=AF\ln\left|\frac{x+a/2}{x-a/2}\right| .
\label{eq:u1}
\end{equation}
For $x\gg a$ the logarithm is $a/x$ to leading order, so $u_1\simeq Ap/x$. Points to the right of an outward-pushing step move right, by less the farther away they are.

\section{Interaction of two steps}

The second step, at $x=d>a$, has $+F$ at $d+a/2$ and $-F$ at $d-a/2$. Equation~\eqref{eq:W} gives
\begin{align}
W&=-F\big[u_1(d+\tfrac a2)-u_1(d-\tfrac a2)\big]\nonumber\\
&=-AF^2\left[\ln\frac{d+a}{d}-\ln\frac{d}{d-a}\right]
=-AF^2\ln\left(1-\frac{a^2}{d^2}\right).
\label{eq:log}
\end{align}
With $-\ln(1-t)=t+t^2/2+\dots$ and $F=p/a$,
\begin{equation}
W=\frac{Ap^2}{d^2}\left(1+\frac{a^2}{2d^2}+\dots\right),
\end{equation}
whose leading term is Eq.~\eqref{eq:result}.

At $d=2a$ the logarithmic form gives $0.288\,AF^2$ and the dipole law $0.250\,AF^2$, which is 13\% below the former. Direct sums over Fourier modes, with $a=0.5$, $\nu=0.25$ and $d=1$, $2$ and $5$, reproduce Eq.~\eqref{eq:log} within 0.2\%. As $d\to a$ the logarithm diverges, because opposite line forces of zero width then meet. The model has no meaning there: the real forces are spread over atoms.

\subsection{Why equal dipoles repel}

The strain made by the first step at the second is
\begin{equation}
\varepsilon_1(d)=u_1'(d)=-\frac{Ap}{d^2}.
\label{eq:strain}
\end{equation}
For narrow pairs, $W=-p\,\varepsilon_1(d)$. A stretched surface would lower the energy of an outward-pushing step, but its neighbour has compressed the surface, and the energy rises. If both pairs pull inward, both the strain and the dipole change sign, and $W$ does not. For unequal dipoles $p^2$ becomes $p_1p_2$, so an outward and an inward pair attract. The repulsive force per length is
\begin{equation}
-\frac{dW}{dd}=\frac{2Ap^2}{d^3}.
\end{equation}

\subsection{A step between two neighbours}

The elastic problem is linear, so pair energies add. A step displaced by $x$ from the middle between two fixed neighbours at $\pm d$ has the energy
\begin{equation}
Ap^2\left[\frac1{(d-x)^2}+\frac1{(d+x)^2}\right]
=\frac{2Ap^2}{d^2}+\frac{6Ap^2x^2}{d^4}+\dots
\label{eq:two}
\end{equation}
The quadratic term is positive: the repulsion favours equal spacing. In an infinite regular train the energy per step, with each pair counted once, is $(Ap^2/d^2)\sum_{n\ge1}n^{-2}=\pi^2Ap^2/(6d^2)$.

\section{Other forces at a step}

\subsection{Net line force}

If the terraces on the two sides of a step have different surface stress, a net line force $f$ remains. Equation~\eqref{eq:u1} is the difference of two single-force displacements, each of the form $-AF\ln|x|$ plus a constant. Two net forces $f_1$ and $f_2$ thus interact as
\begin{equation}
W=Af_1f_2\ln d+\text{const}.
\end{equation}
Opposite forces repel and equal ones attract. This varies more slowly than $d^{-2}$ and dominates at large spacing, so Eq.~\eqref{eq:result} requires equivalent terraces.

\subsection{Vertical dipole}

On equivalent terraces the surface stress $\tau$ still pulls in opposite directions at two heights differing by the step height $h$. This is a couple of moment $m=\tau h$ per length. A vertical force pair with the same moment can represent it. The two descriptions differ by a symmetric shear pair, which couples to $\varepsilon_{xz}$, and this strain vanishes at the free surface near the other step.

For a normal traction $r\,e^{ikx}$ the conditions at $z=0$ are $-k^2C=r$ and $|k|C+B=0$. Then
\begin{align}
g'(0)&=0,\qquad g''(0)=k^2C+2|k|B=-k^2C=r,\\
g'''(0)&=|k|^3C+3k^2B=-2|k|^3C=2|k|r .
\end{align}
Since $\varepsilon_{xz}=0$ at the surface, $ik\,u_z=-\partial_zu_x=-\partial_z\varepsilon_{xx}/(ik)$, so $u_z=\partial_z\varepsilon_{xx}/k^2$. By Eq.~\eqref{eq:hooke},
\begin{equation}
u_z=\frac{1+\nu}{Ek^2}\big[(1-\nu)g'''(0)+\nu k^2g'(0)\big]=\frac{2(1-\nu^2)}{E|k|}\,r .
\end{equation}
This is the in-plane response again, so two equal moments add $Am^2/d^2$ to $W$.

The same load also gives $ik\,u_x=(1+\nu)(1-2\nu)r/E$, a cross response proportional to $i/k$. The transform of a narrow dipole is proportional to $ik$. Their product is constant in $k$, which is a displacement confined to the position of the dipole. In-plane and vertical dipoles at different places therefore do not interact. Altogether
\begin{equation}
W=\frac{A(p_1p_2+m_1m_2)}{d^2}.
\end{equation}
Reflection turns an up step into a down step. It leaves an outward pair outward but reverses the moment, so for steps of opposite sense the second term is negative.

\section{Example: steps on diamond (111)}

\subsection{Elastic repulsion}

Rough elastic constants of diamond are $C_{11}=1100$, $C_{12}=120$ and $C_{44}=580$~GPa. An isotropic solid is matched to them by the Voigt averages
\begin{align}
K&=\frac{C_{11}+2C_{12}}3=446.7~\text{GPa},\\
G&=\frac{C_{11}-C_{12}+3C_{44}}5=544.0~\text{GPa},\\
E&=\frac{9KG}{3K+G}=1161~\text{GPa},\qquad
\nu=\frac{3K-2G}{2(3K+G)}=0.067 .
\end{align}
The dipole is a round model value, $p=1$~nN, equivalent to 4~N/m acting over $a=0.25$~nm. The spacing is $d=5$~nm. With $1~\text{GPa}=1~\text{nN/nm}^2$ and $1~\text{nN}=6242~\text{meV/nm}$,
\begin{align}
A&=\frac{2(1-0.067^2)}{\pi\times1161~\text{GPa}}=5.46\times10^{-4}~\text{GPa}^{-1},\\
Ap^2&=3.41~\text{meV\,nm},\\
W&=\frac{3.41}{25}=0.136~\text{meV/nm}=2.18\times10^{-14}~\text{J/m}.
\end{align}
At 3, 10 and 20~nm, with the same $p$, $W$ is 0.379, 0.034 and 0.0085~meV/nm. A mode sum with force pairs 0.05~nm wide gives 0.13633~meV/nm at 5~nm, against 0.13631 from the formula.

The energy is small per length but acts along the whole step. At 1100~K, $k_BT=94.8$~meV, which one pair of steps reaches over a length of $94.8/0.136\approx700$~nm. The strain at the neighbour, Eq.~\eqref{eq:strain}, is $-2.2\times10^{-5}$, well within linear elasticity.

\subsection{Wandering of the steps}

At growth temperature a step is not straight. Let its stiffness be $\tilde\beta$, so that a small slope $x'(y)$ costs $\tfrac12\tilde\beta x'^2$ per length. Over a length $\delta y$ a sideways shift $\delta x$ has the weight $\exp[-\tilde\beta\,\delta x^2/(2k_BT\,\delta y)]$, a Gaussian of variance $k_BT\,\delta y/\tilde\beta$. The statistical weight $Z(x,y)$ of the paths then obeys a diffusion equation in which $y$ plays the part of time:
\begin{equation}
\partial_yZ=\frac{k_BT}{2\tilde\beta}\,\partial_x^2Z .
\end{equation}
Straight neighbours at $\pm d$ that may not be crossed impose $Z=0$ there. The slowest-decaying solution, $\cos(\pi x/2d)$, dominates for a long step. Its decay rate times $k_BT$ is the free energy of confinement per length:
\begin{equation}
w=k_BT\,\frac{k_BT}{2\tilde\beta}\left(\frac{\pi}{2d}\right)^2=\frac{\pi^2(k_BT)^2}{8\tilde\beta d^2}.
\end{equation}
The coefficient is $\pi^2/8=1.2337$. A transfer matrix with Gaussian hops of width $0.005\,d$ on a grid of step $0.0025\,d$ gives 1.2293, which is 0.4\% lower. Refining the grid to convergence at the same hop width gives 1.2265, or 0.6\% below the formula; this remaining difference comes from the finite hop length.

With the model value $\tilde\beta=5$~eV/nm,
\begin{equation}
w=\frac{1.2337\times(0.0948~\text{eV})^2}{5~\text{eV/nm}\times25~\text{nm}^2}=0.089~\text{meV/nm}.
\end{equation}
The elastic energy of a straight step with the same two neighbours is $2W=0.273$~meV/nm, so $w$ is 0.33 of it. Both scale as $d^{-2}$, and the ratio does not depend on spacing at fixed $T$, $\tilde\beta$ and $p$. The two energies do not simply add: by Eq.~\eqref{eq:two} wandering also raises the mean elastic energy, and the repulsion in turn restricts the wandering. To include both, let $V(x)$ be the elastic energy on the left of Eq.~\eqref{eq:two} and add $-VZ/k_BT$ to the right side of the diffusion equation. Solved by finite differences, this gives a free energy of 0.494~meV/nm, which is 81\% above the 0.273~meV/nm of the straight step. The confinement energy $w$ alone therefore understates the effect of thermal motion.

\subsection{The model beside real diamond}

The elastic constants and the temperature are roughly typical of diamond and its growth from the vapour. The step height $h=0.21$~nm is that of a (111) bilayer, and with $d=5$~nm it corresponds to a miscut of $2.4^\circ$. The values of $p$, $\tau$, $\tilde\beta$ and the electric dipole below are assumptions of plausible size; on a real surface they depend on bonding and hydrogen coverage. The dipole matters most, because $W\propto p^2$: a factor of two in $p$ changes $W$ by four. Straightness is a poor assumption at the temperature and stiffness chosen here: thermal motion raises the free energy of a step between two straight neighbours by about 80\%. With a stiffness of 20~eV/nm the rise would be 36\%. These figures hold for fixed neighbours; when all steps of a train wander, the free energy per step lies about 100\% (5~eV/nm) or 43\% (20~eV/nm) above that of the straight train.

The other neglected effects, relative to $W$ at 5~nm, are as follows.
\begin{itemize}
\item Vertical dipoles: $\tau=2$~N/m gives $m=0.42$~nN and adds $(m/p)^2=18\%$ for steps of like sense.
\item Electrostatics: let each step carry line charges $\pm\lambda$ a height $b$ apart. Two like pairs at distance $d$ and two unlike pairs at $\sqrt{d^2+b^2}$ give $(\lambda^2/2\pi\varepsilon_0)\ln(1+b^2/d^2)$. For $\lambda b=0.01\,e$ and $b=0.1$~nm this is 0.0115~meV/nm, or 8\%, for charges in vacuum. The polarization of the crystal (relative permittivity 5.7) raises this to about 14\% if the charges lie just outside the surface and lowers it to below 1\% if they lie just inside.
\item Cubic anisotropy: the full cubic response for steps along $[1\bar10]$ changes the in-plane term by 0.3\%, although the anisotropy ratio $2C_{44}/(C_{11}-C_{12})$ is 1.18. This small change belongs to the (111) surface: on (001) it is $-2.3\%$ for steps along $[110]$ and $+2.6\%$ for steps along $[010]$. Cubic symmetry also lets the in-plane dipole interact with the moment $m$. Here $\varepsilon_{xz}$ no longer vanishes at the free surface, so the surface stress must be kept as horizontal forces at two heights and not replaced by a vertical pair. For steps of like sense this term is about 5\% of $W$ in size, and at fixed $p$ and $|m|$ its sign depends on whether both steps go up or both go down. On this surface $x\to-x$ is not a symmetry of the crystal, so up and down steps have different structures and in general different $p$.
\item Core width: $a^2/(2d^2)$ is 0.13\%.
\end{itemize}
For these parameters the isotropic, narrow-dipole treatment of the solid thus causes an error of about 5\%. Larger uncertainties lie in the forces assigned to the step and in its thermal motion. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
C11, C12, C44 (rough, diamond): 1100, 120, 580 GPa
Voigt bulk modulus: 446.7 GPa
Voigt shear modulus: 544.0 GPa
Young modulus E: 1160.8 GPa
Poisson ratio nu: 0.0669
force dipole p: 1.00 nN
step spacing d: 5.0 nm
step height h: 0.21 nm
miscut angle: 2.41 degrees
prefactor A: 5.4600e-04 1/GPa
A p^2: 3.408 meV nm
W at d = 3 nm: 0.37865 meV/nm
W at d = 5 nm: 0.13631 meV/nm
W at d = 10 nm: 0.03408 meV/nm
W at d = 20 nm: 0.00852 meV/nm
W at d = 5 nm, mode sum: 0.13633 meV/nm
W at d = 5 nm, converted: 2.184e-14 J/m
repulsive force per length: 0.05453 meV/nm^2
strain at neighbour, formula: -2.184e-05
strain at neighbour, mode sum: -2.184e-05
Zener anisotropy ratio: 1.184
change of W by cubic anisotropy: 0.33 %
core width a: 0.25 nm
change of W by core width: 0.125 %
surface stress tau: 2.0 N/m
vertical dipole tau h: 0.42 nN
vertical-dipole energy / W: 17.6 %
temperature: 1100 K
thermal energy kB T: 0.0948 eV
step stiffness: 5.0 eV/nm
confinement coefficient, formula: 1.2337
confinement coefficient, transfer matrix: 1.2293
wandering free energy: 0.0887 meV/nm
elastic energy with two neighbours: 0.2726 meV/nm
wandering / elastic, two neighbours: 0.325
electric dipole per length: 0.010 e
unscreened electric repulsion: 0.01152 meV/nm
electric / elastic, one pair: 8.4 %
\end{verbatim}
